# Electron spilling into ghost vacuum states of negatively charged periodic slabs: test program

```python
# Negatively charged slab in a periodic cell with uniform background (Hartree atomic units).
# q excess electrons, area A, length L, sig = q/A, slab at z = 0, V = electron potential energy.
# Claims: vacuum V is a parabola, omega^2 = 4 pi sig/L, depth D = pi sig L/2 (not pi sig L/4);
# ghost levels (n+1/2) omega; spill starts at D - omega/2 = W - 2 pi sig <z^2>/L, W = B - pi sig,
# -B = slab level below the ramp apex; spilled fraction f: pi sig L (1-f)^2/2 ~ W at large L.
# Model slab: v0 = -sech^2(z/a)/a^2, free in-plane motion, subband filling (mu - eps)/pi.
import numpy as np
from numpy import pi
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.constants import physical_constants as pc

EV = pc['Hartree energy in eV'][0]
ANG = pc['Bohr radius'][0] * 1e10
q, side, a, L0 = 1.0, 30.0, 2.0, 80.0
A = side**2
sig = q / A
depth = lambda L, s=sig: pi * s * L / 2
omega = lambda L: np.sqrt(4 * pi * sig / L)
sech2 = lambda x: 1 / np.cosh(x)**2
def out(label, x, unit, fmt='.6f'):
    print(f'{label} = {x:{fmt}} {unit}')
out('q', q, 'electrons', '.0f'); out('A', A, 'bohr^2', '.0f'); out('a', a, 'bohr', '.0f')
out('sigma', sig, 'bohr^-2', '.6e'); out('pi*sigma', pi * sig, 'Ha'); out('L (example)', L0, 'bohr', '.0f')

# planar Fourier series of the Poisson solution with zero cell average
m = np.arange(1, 10**6 + 1)
k = 2 * pi * m / L0
series = lambda z, form: sig * np.sum(8 * pi / (L0 * k**2) * form * np.cos(k * z))
V0, Vm = series(0, 1.0), series(L0 / 2, 1.0)
assert abs((V0 - Vm) / depth(L0) - 1) < 1e-5          # truncation error ~ 1/m_max
assert abs((V0 - Vm) / (pi * sig * L0 / 4) - 2) < 1e-4
assert abs(V0 / (pi * sig * L0 / 3) - 1) < 1e-5 and abs(Vm / (-pi * sig * L0 / 6) - 1) < 1e-5
assert abs(series(13.0, 1.0) - Vm - 2 * pi * sig / L0 * 27.0**2) < 1e-6
slope = (series(0.02, 1.0) - series(0.01, 1.0)) / 0.01
assert abs(slope / (-2 * pi * sig) - 1) < 1e-3
out('series V(0)', V0, 'Ha'); out('series V(L/2)', Vm, 'Ha')
out('series depth', V0 - Vm, 'Ha'); out('D = pi sig L/2', depth(L0), 'Ha')
out('D', depth(L0) * EV, 'eV', '.4f'); out('slope of V at sheet', slope, 'Ha/bohr')
t = 20.0
for form in (np.sinc(k * t / (2 * pi)), np.cos(k * t / 2)):   # uniform charge, two face sheets
    edge = series(t / 2, form) - series(L0 / 2, form)
    assert abs(edge / (pi * sig * (L0 - t)**2 / (2 * L0)) - 1) < 1e-5
out('edge depth, thickness 20 bohr', edge, 'Ha')
energy = lambda f: np.sum(4 * pi / (L0 * k**2) * (sig * (1 - f + f * (-1.0)**m))**2)
assert abs((energy(0) - energy(0.3)) / (pi * sig**2 * L0 / 2 * 0.21) - 1) < 1e-5
gain = (energy(0) - energy(0.5)) / (sig / 2)
assert abs(gain / (pi * sig * L0 / 4) - 1) < 1e-5
out('gain per electron, half moved', gain, 'Ha')

# localised (3D Gaussian, width 2 bohr) charge: full reciprocal-lattice sum on the axis
gx = 2 * pi * np.arange(-19, 20) / side
GX, GY, GZ = np.meshgrid(gx, gx, 2 * pi * np.arange(-51, 52) / L0, indexing='ij')
G2 = GX**2 + GY**2 + GZ**2
wG = np.where(G2 > 0, np.exp(-2.0 * G2) / np.where(G2 > 0, G2, 1.0), 0.0)
V3 = lambda z: 4 * pi * q / (A * L0) * np.sum(wG * np.cos(GZ * z))
g = np.sqrt(gx[:, None]**2 + gx[None, :]**2).ravel(); g = g[g > 0]
lateral = lambda z: np.sum(2 * pi * q / (A * g) * (np.exp(-g * z) + np.exp(-g * (L0 - z))) / (1 - np.exp(-g * L0)))
for z in (15.0, 20.0, 30.0):
    assert abs(V3(z) - V3(40.0) - 2 * pi * sig / L0 * (z - 40)**2 - lateral(z) + lateral(40.0)) < 1e-9
out('lateral term at z=20', lateral(20.0), 'Ha', '.3e'); out('lateral term at L/2', lateral(40.0), 'Ha', '.3e')

# moments of the neutral slab density by quadrature
zz = np.arange(-40, 40.01, 0.05); p = sech2(zz / a) / (2 * a) * 0.05
mean_dist, var0 = p @ np.abs(zz[:, None] - zz[None, :]) @ p, p @ zz**2
assert abs(mean_dist - a) < 1e-3 and abs(var0 - pi**2 * a**2 / 12) < 1e-6
out('<|z-z1|> neutral', mean_dist, 'bohr', '.4f'); out('<z^2> neutral', var0, 'bohr^2', '.4f')
B1 = lambda s: 1 / (2 * a**2) + 2 * pi * s * a
def f_classical(L, s=sig):
    eq = lambda f: depth(L, s) * (1 - f)**2 - B1((1 - f) * s) + pi * (1 - f) * s
    return brentq(eq, 0, 1) if eq(0) > 0 else 0.0

def grid(L, N):
    h = L / N; z = h * np.arange(N); d = np.minimum(z, L - z); kk = 2 * pi * np.fft.fftfreq(N, h)
    D2 = np.fft.ifft(-(kk**2)[:, None] * np.fft.fft(np.eye(N), axis=0), axis=0).real
    D2 = (D2 + D2.T) / 2
    kern = np.zeros(N); kern[1:] = 4 * pi / kk[1:]**2
    poisson = lambda n: np.fft.ifft(kern * np.fft.fft(n)).real
    return h, d, D2, -D2 / 2 + np.diag(-sech2(d / a) / a**2), poisson

def scf(L, N, s=sig):
    # Newton minimisation of the convex functional F[V] whose stationary point is Poisson's equation
    h, d, D2, H0, poisson = grid(L, N)
    C = -D2 * h / (4 * pi)
    def state(V, full):
        H = H0 + np.diag(V)
        e, U = eigh(H) if full else eigh(H, subset_by_index=[0, 19])
        for M in range(1, 19):
            mu = (pi * s + e[:M].sum()) / M
            if mu <= e[M]:
                break
        occ = (mu - e[:M]) / pi
        hn = U[:, :M]**2 @ occ
        F = V @ C @ V / 2 - occ @ e[:M] - pi / 2 * occ @ occ + s * V.mean()
        return F, C @ V - hn + s / N, e, U, M, mu, occ, hn
    f0 = f_classical(L, s)
    plateau = 1 - np.tanh((L / 2 - d - f0 * L / 2) / 6)
    V = poisson((1 - f0) * s * sech2(d / a) / (2 * a) + f0 * s * plateau / (plateau.sum() * h))
    for it in range(100):
        F0, gr, e, U, M, mu, occ, hn = state(V, True)
        Hs = C + h / N
        for i in range(M):
            w = np.full(N, 1 / pi); w[M:] = 2 * occ[i] / (e[M:] - e[i])
            P = U * U[:, [i]]
            Hs = Hs + (P * w) @ P.T
        tot = (U[:, :M]**2).sum(axis=1)
        step = -np.linalg.solve(Hs - np.outer(tot, tot) / (pi * M), gr)
        if np.abs(step).max() < 1e-9:
            break
        dd0, lo, hi, x = abs(gr @ step), 0.0, 1.0, 1.0
        for _ in range(40):
            F, g1 = state(V + x * step, False)[:2]; dd = g1 @ step
            if F <= F0 + 1e-15 and (abs(dd) <= 0.2 * dd0 or (x == 1.0 and dd < 0)):
                break
            lo, hi = (lo, x) if dd > 0 else (x, hi)
            x = (lo + hi) / 2
        V = V + x * step
    else:
        raise RuntimeError('no self-consistency')
    assert np.abs(V - V.mean() - poisson(hn / h)).max() < 1e-6
    c = V[N // 2]
    return dict(e=e - c, mu=mu - c, V=V - c, d=d, f=hn[d > 20].sum() / s,
                z2=hn @ d**2 / s, nmid=hn[N // 2] / h)

e_neutral = np.linalg.eigvalsh(grid(60.0, 160)[3])[0]
assert abs(e_neutral + 1 / (2 * a**2)) < 1e-6
out('neutral level', e_neutral, 'Ha')
def binding(L, s=sig):
    r = scf(L, 160, s)
    return depth(L, s) + 2 * pi * s * r['z2'] / L - r['e'][0], r['z2']
(B40, z2), (B70, _), (Bhalf, _) = binding(40.0), binding(70.0), binding(40.0, sig / 2)
assert abs(B40 - B70) < 1e-4                # leftover O(sig^2/L); D itself changes by 0.05 Ha
ratio = (B40 - B1(sig)) / (Bhalf - B1(sig / 2))
assert 0 < B40 - B1(sig) < 2e-3 and 3.5 < ratio < 5   # remainder is second order in sig
out('B first order', B1(sig), 'Ha'); out('B from L=40', B40, 'Ha'); out('B from L=70', B70, 'Ha')
out('remainder ratio sig : sig/2', ratio, '', '.3f'); out('<z^2> charged, L=40', z2, 'bohr^2', '.4f')
W = B40 - pi * sig
out('W', W, 'Ha'); out('W', W * EV, 'eV', '.4f')

r = scf(L0, 160); far = r['d'] > 25
assert np.abs(r['V'] - omega(L0)**2 / 2 * (L0 / 2 - r['d'])**2)[far].max() < 1e-5
assert abs(r['e'][1] - omega(L0) / 2) < 1e-5 and abs(r['e'][2] - 1.5 * omega(L0)) < 1e-5
assert r['f'] < 1e-4 and r['mu'] < r['e'][1]
out('omega, L=80', omega(L0), 'Ha'); out('omega^-1/2, L=80', omega(L0)**-0.5, 'bohr', '.3f')
out('L=80 slab level - V(L/2)', r['e'][0], 'Ha'); out('L=80 mu - V(L/2)', r['mu'], 'Ha')
out('L=80 ghost n=0 - V(L/2)', r['e'][1], 'Ha'); out('L=80 ghost n=1 - V(L/2)', r['e'][2], 'Ha')

def margin(L):
    x = scf(L, 160)
    return x['e'][1] - x['mu']
Lc = brentq(margin, 70, 95, xtol=1e-3)
onset = lambda w, v: brentq(lambda L: depth(L) - omega(L) / 2 - w + 2 * pi * sig * v / L, 30, 400)
Lp, L1 = onset(W, z2), onset(B1(sig) - pi * sig, var0)
assert abs(Lc - Lp) < 0.1 and abs(Lc / L1 - 1) < 0.02
Lwrong = brentq(lambda L: depth(L) / 2 - omega(L) / 2 - B1(sig) + pi * sig, 30, 400)
assert Lwrong > 1.8 * Lc
out('Lc self-consistent', Lc, 'bohr', '.2f'); out('Lc', Lc * ANG, 'angstrom', '.2f')
out('Lc formula, B from L=40', Lp, 'bohr', '.2f'); out('Lc formula, first-order B', L1, 'bohr', '.2f')
out('Lc if depth were pi sig L/4', Lwrong, 'bohr', '.1f')
out('D at Lc', depth(Lc), 'Ha'); out('omega/2 at Lc', omega(Lc) / 2, 'Ha')
out('2 pi sig <z^2>/L at Lc', 2 * pi * sig * z2 / Lc, 'Ha')

last = 0.01
for L, N, tol in ((90.0, 160, 0.05), (160.0, 256, 0.03), (320.0, 400, 0.02)):
    x = scf(L, N)
    assert x['f'] > last and abs(x['mu']) < omega(L) < depth(L) - W
    assert abs(x['f'] - f_classical(L)) < tol   # formula drops zero-point energy and edge width
    last = x['f']
    print(f"L={L:.0f} bohr: f = {x['f']:.4f}, classical f = {f_classical(L):.4f}")
    print(f"  mu-V(L/2) = {x['mu']:.5f} Ha, D-W = {depth(L) - W:.5f} Ha, omega = {omega(L):.5f} Ha")
    print(f"  n(L/2)/(sig/L) = {x['nmid'] * L / sig:.3f}, LDA v_x(L/2) = {-(3 * x['nmid'] / pi)**(1 / 3):.4f} Ha")
assert abs(x['nmid'] * L / sig - 1) < 0.1

# control: same charge profile with positive sign and negative background
for L, N in ((80.0, 160), (160.0, 256), (320.0, 400)):
    h, d, D2, H0, poisson = grid(L, N)
    V = -poisson(sig * sech2(d / a) / (2 * a))
    e, U = eigh(H0 + np.diag(V), subset_by_index=[0, 1])
    assert np.argmax(V) == N // 2 and e[1] - e[0] > 0.1 and (U[d > 30]**2).sum() < 1e-2
    out(f'positive slab L={L:.0f}: e1-e0', e[1] - e[0], 'Ha', '.5f')
print('all good')
```

Printed output:

```
q = 1 electrons
A = 900 bohr^2
a = 2 bohr
sigma = 1.111111e-03 bohr^-2
pi*sigma = 0.003491 Ha
L (example) = 80 bohr
series V(0) = 0.093084 Ha
series V(L/2) = -0.046542 Ha
series depth = 0.139626 Ha
D = pi sig L/2 = 0.139626 Ha
D = 3.7994 eV
slope of V at sheet = -0.006979 Ha/bohr
edge depth, thickness 20 bohr = 0.078540 Ha
gain per electron, half moved = 0.069813 Ha
lateral term at z=20 = 2.301e-03 Ha
lateral term at L/2 = 6.268e-05 Ha
<|z-z1|> neutral = 1.9999 bohr
<z^2> neutral = 3.2899 bohr^2
neutral level = -0.125000 Ha
B first order = 0.138963 Ha
B from L=40 = 0.139482 Ha
B from L=70 = 0.139535 Ha
remainder ratio sig : sig/2 = 4.332 
<z^2> charged, L=40 = 3.6503 bohr^2
W = 0.135991 Ha
W = 3.7005 eV
omega, L=80 = 0.013211 Ha
omega^-1/2, L=80 = 8.700 bohr
L=80 slab level - V(L/2) = 0.000406 Ha
L=80 mu - V(L/2) = 0.003897 Ha
L=80 ghost n=0 - V(L/2) = 0.006606 Ha
L=80 ghost n=1 - V(L/2) = 0.019817 Ha
Lc self-consistent = 81.52 bohr
Lc = 43.14 angstrom
Lc formula, B from L=40 = 81.49 bohr
Lc formula, first-order B = 81.21 bohr
Lc if depth were pi sig L/4 = 160.6 bohr
D at Lc = 0.142281 Ha
omega/2 at Lc = 0.006544 Ha
2 pi sig <z^2>/L at Lc = 0.000313 Ha
L=90 bohr: f = 0.0595, classical f = 0.0740
  mu-V(L/2) = 0.00556 Ha, D-W = 0.02109 Ha, omega = 0.01246 Ha
  n(L/2)/(sig/L) = 0.315, LDA v_x(L/2) = -0.0155 Ha
L=160 bohr: f = 0.3089, classical f = 0.3119
  mu-V(L/2) = 0.00138 Ha, D-W = 0.14326 Ha, omega = 0.00934 Ha
  n(L/2)/(sig/L) = 1.122, LDA v_x(L/2) = -0.0195 Ha
L=320 bohr: f = 0.5161, classical f = 0.5174
  mu-V(L/2) = 0.00113 Ha, D-W = 0.42251 Ha, omega = 0.00661 Ha
  n(L/2)/(sig/L) = 1.001, LDA v_x(L/2) = -0.0149 Ha
positive slab L=80: e1-e0 = 0.15145 Ha
positive slab L=160: e1-e0 = 0.15253 Ha
positive slab L=320: e1-e0 = 0.15305 Ha
all good
```
